# Aharonov-Bohm caging on the dice lattice at half flux

Take four sites at the corners of a rhombus, with a particle that can hop only along the sides. Call two opposite corners $1$ and $2$, and the other two $A$ and $B$. Let every hopping amplitude be $t>0$, except that between $B$ and $2$, which is $-t$. The product of the four amplitudes around the rhombus is then $-t^4$: a particle carried once around picks up the phase $\pi$, as a charge does around half a flux quantum. From corner 1,

$$H|1\rangle=t\,(|A\rangle+|B\rangle),$$

$$H^2|1\rangle=t^2(|1\rangle+|2\rangle)+t^2(|1\rangle-|2\rangle)=2t^2|1\rangle .$$

The two routes to corner 2 cancel. Any even power of $H$ turns $|1\rangle$ into a multiple of itself, and any odd power gives a multiple of $|A\rangle+|B\rangle$. A particle released at corner 1 therefore never arrives at corner 2, although each side is open to it. On the dice lattice the same cancellation closes every way out of a small region.

The dice lattice starts from a triangular lattice of sites called hubs, with primitive vectors $\mathbf A_1,\mathbf A_2$ of length $\sqrt3\,a$ at $60^\circ$ to each other. At the centre of every triangle sits a further site, called a rim, linked to the three hubs at the corners. These links have length $a$. Six triangles meet at a hub, so a hub has six neighbours and a rim has three. There are two triangles per hub, hence two rims per hub. The links divide the plane into rhombi of side $a$ and area $\tfrac{\sqrt3}{2}a^2$, each with two hubs and two rims at its corners. The area per hub is $\tfrac{\sqrt3}{2}(\sqrt3a)^2$, which is three rhombi.

One spinless particle of charge $q$ moves on this lattice in a uniform perpendicular field. All site energies are equal and set to zero. The Hamiltonian is

$$H=\sum_{\text{links}}t\,e^{i\theta_{ji}}|j\rangle\langle i|,\qquad \theta_{ji}=\frac{q}{\hbar}\int_i^j\mathbf A\cdot d\mathbf l ,$$

where each link is counted in both directions and the integral follows the straight link. Since $\theta_{ij}=-\theta_{ji}$, $H$ is Hermitian. By Stokes' theorem the phase of a counterclockwise circuit of one rhombus is $2\pi f$, with $f$ the flux through it in units of $h/q$. Half a quantum means $f=\tfrac12$. The sign of the charge is then immaterial, because $e^{i\pi}=e^{-i\pi}$. So is the sign of $t$, which can be reversed by changing the sign of every rim basis state.

Links join only hubs to rims. If the hub amplitudes are collected in $u$ and the rim amplitudes in $v$,

$$H\begin{pmatrix}u\\v\end{pmatrix}=\begin{pmatrix}0&T^\dagger\\T&0\end{pmatrix}\begin{pmatrix}u\\v\end{pmatrix},$$

where $T$ carries amplitude from hubs to rims. The matrix $T^\dagger T$ describes two successive hops that begin and end on hubs. Its diagonal element is $6t^2$: there are six ways out and back, and the phase of each outward hop is undone on the return. An off-diagonal element needs a rim shared by two different hubs. The three hubs of a rim are mutual nearest neighbours, so only nearest hubs $c,c'$ are connected. Their common edge borders two triangles, so they share exactly two rims.

The two routes from $c$ to $c'$ bound one rhombus, and the straight line from $c$ to $c'$ cuts it into halves, each carrying the phase $\pi f$. Let $\theta_s$ be the phase integral along that straight line. Going out by the right-hand rim and back along the line is a counterclockwise circuit of one half, so the right-hand route has phase $\theta_s+\pi f$. For the left-hand rim the circuit is clockwise, and the phase is $\theta_s-\pi f$. Therefore

$$(T^\dagger T)_{c'c}=t^2e^{i\theta_s}\left(e^{i\pi f}+e^{-i\pi f}\right)=2t^2\cos(\pi f)\,e^{i\theta_s}.$$

Let $\Lambda$ be the operator that hops directly between nearest hubs with amplitude $e^{i\theta_s}$. Then, for any flux,

$$T^\dagger T=t^2\left[6+2\cos(\pi f)\,\Lambda\right]. \tag{1}$$

Here $\Lambda$ is the hopping operator of a triangular lattice with $3f$ quanta per cell. At half flux the cosine vanishes, and

$$T^\dagger T=6t^2 . \tag{2}$$

The spectrum follows. An eigenvector obeys $T^\dagger v=Eu$ and $Tu=Ev$. If $E\neq0$, applying $T^\dagger$ to the second equation gives $T^\dagger Tu=E^2u$, so $E^2=6t^2$. Conversely, any hub vector $u$, completed by $v=Tu/E$, is an eigenvector for either sign of

$$E=\pm\sqrt6\,t\approx\pm2.449\,t .$$

If $E=0$, then $Tu=0$, and (2) gives $6t^2u=T^\dagger Tu=0$. Zero-energy states thus live on rims alone and obey $T^\dagger v=0$. With $N$ hubs and periodic boundaries compatible with the field there are $2N$ rims. Since $T$ annihilates no hub vector its rank is $N$, which leaves $2N-N=N$ zero-energy states. Each of the three levels holds one state per hub.

Periodicity is not essential. The argument needs only that every hub keeps its six rims. A hexagonal piece of 91 hubs together with all their rims, 216 in number, has 91 states at each of $\pm\sqrt6\,t$ and $216-91=125$ at zero. A hub at a cut edge that has lost rims violates (2), and the levels there may differ.

No other flux, up to whole quanta, gives this spectrum. By (1) the diagonal elements of $T^\dagger T$ are $6t^2$ at every flux, so the mean of its eigenvalues is $6t^2$. If they could be only $0$ or $6t^2$, all would have to be $6t^2$, which requires $\cos(\pi f)\,\Lambda=0$. As $\Lambda$ is not zero, the cosine must vanish.

Other fluxes show what has collapsed. At $f=0$ the eigenvalues of $\Lambda$ for Bloch phases $k_1,k_2$ are

$$\lambda=2\cos k_1+2\cos k_2+2\cos(k_1-k_2)=\left|1+e^{ik_1}+e^{ik_2}\right|^2-3 .$$

The modulus of the sum runs from 0 to 3, so $-3\le\lambda\le6$. Equation (1) gives $E^2=t^2(6+2\lambda)$, and the upper branch extends from 0 to $\sqrt{18}\,t\approx4.243\,t$. At $f=\tfrac13$ the triangular lattice has one quantum per cell and half a quantum per triangle. Reversing the sign of all its hops also gives each triangle the phase $\pi$, so $\Lambda$ has the spectrum of minus the zero-field operator, $-6\le\lambda\le3$. With $\cos(\pi/3)=\tfrac12$, $E^2=t^2(6+\lambda)$, and the branch runs from 0 to $3t$. At $f=\tfrac25$, diagonalizing the Bloch Hamiltonian on a $12\times12$ grid of wave vectors gives positive levels between $1.85\,t$ and $2.77\,t$.

Close to half flux a bound is useful. Each row of $\Lambda$ has six entries of modulus one, so no eigenvalue exceeds 6 in magnitude. For the states with hub weight, (1) then yields

$$|E^2-6t^2|\le12\,t^2|\cos\pi f| . \tag{3}$$

The eigenstates at $\pm\sqrt6\,t$ can be chosen compact. For each hub $c$ define

$$|c,\pm\rangle=\frac1{\sqrt2}\left(|c\rangle\pm\frac{H|c\rangle}{\sqrt6\,t}\right).$$

These states occupy the hub and its six rims. Because $H^2|c\rangle=6t^2|c\rangle$,

$$H|c,\pm\rangle=\frac1{\sqrt2}\left(H|c\rangle\pm\sqrt6\,t\,|c\rangle\right)=\pm\sqrt6\,t\,|c,\pm\rangle .$$

For two such states with signs $s,s'$, the cross terms $\langle c|H|c'\rangle$ vanish, since $H$ does not join hubs directly. The remaining terms give

$$\langle c,s|c',s'\rangle=\frac12\left(\delta_{cc'}+ss'\frac{\langle c|H^2|c'\rangle}{6t^2}\right)=\frac{1+ss'}2\,\delta_{cc'} .$$

The states are orthonormal. Neighbouring cages share two rims, but the two contributions to their overlap have opposite phases.

The zero level also has a compact description. On the rims put $Q=TT^\dagger/(6t^2)$. By (2),

$$Q^2=\frac{T(T^\dagger T)T^\dagger}{36t^4}=\frac{TT^\dagger}{6t^2}=Q ,$$

so $Q$ projects onto the rim vectors that $T$ can produce. Their orthogonal complement is the set with $T^\dagger v=0$, and the projector onto the zero level is

$$P_0=1-\frac{TT^\dagger}{6t^2}. \tag{4}$$

Consider the column of $P_0$ belonging to one rim $r$. The rim has three hubs, so $(TT^\dagger)_{rr}=3t^2$ and the entry on $r$ is $1-\tfrac36=\tfrac12$. Around each of these hubs lie five other rims, seen from the hub at $60^\circ$ (two), $120^\circ$ (two) and $180^\circ$ (one) from the direction of $r$. Those at $60^\circ$ are a distance $a$ from $r$ and share two hubs with it. The two routes again surround one rhombus and cancel. As each of these rims is counted from two hubs, there are three of them. The others share a single hub with $r$: six at distance $\sqrt3\,a$ and three at distance $2a$. On these nine outer rims the entry has magnitude $t^2/(6t^2)=\tfrac16$. The ten-site vectors $P_0|r\rangle$ are not all mutually orthogonal, but they span the zero level, since any zero-energy $v$ satisfies $v=P_0v=\sum_rv_rP_0|r\rangle$.

The motion can now be summed in full. From (2), $TT^\dagger T=6t^2T$, and the adjoint relation holds for $T^\dagger$, so

$$H^3=6t^2H=(\hbar\Omega)^2H,\qquad \Omega=\frac{\sqrt6\,t}{\hbar}.$$

Consequently $H^{2n+1}=(\hbar\Omega)^{2n}H$ for $n\ge0$ and $H^{2n}=(\hbar\Omega)^{2n-2}H^2$ for $n\ge1$. With $\tau$ for time, the odd terms of the exponential series are

$$\frac{H}{\hbar\Omega}\sum_{n\ge0}\frac{(-i\Omega\tau)^{2n+1}}{(2n+1)!}=-i\sin(\Omega\tau)\frac{H}{\hbar\Omega},$$

and the even terms beyond the first sum to

$$\frac{H^2}{(\hbar\Omega)^2}\sum_{n\ge1}\frac{(-1)^n(\Omega\tau)^{2n}}{(2n)!}=(\cos\Omega\tau-1)\frac{H^2}{(\hbar\Omega)^2}.$$

Thus

$$e^{-iH\tau/\hbar}=1-i\sin(\Omega\tau)\frac{H}{\hbar\Omega}+(\cos\Omega\tau-1)\frac{H^2}{(\hbar\Omega)^2}. \tag{5}$$

No power above the second appears. A packet that starts on a finite set of sites stays within two links, and so within a distance $2a$, of that set at all times. Outside this region the amplitude is zero, with no exponential tail. This distinguishes caging from ordinary localization by disorder.

For a start on a hub, $H^2|c\rangle=(\hbar\Omega)^2|c\rangle$, and (5) becomes

$$|\psi(\tau)\rangle=\cos(\Omega\tau)|c\rangle-i\sin(\Omega\tau)\frac{H|c\rangle}{\hbar\Omega}.$$

The hub holds the probability $\cos^2\Omega\tau$ and each of its six rims $\tfrac16\sin^2\Omega\tau$. The mean square distance from the hub is $a^2\sin^2\Omega\tau$. The packet spreads to one link length, is turned back by interference, and is whole again at

$$\tau_{\rm h}=\frac{\pi}{\Omega}=\frac{\pi}{\sqrt6}\,\frac{\hbar}{t}\approx1.283\,\frac\hbar t .$$

For comparison, the same start at zero flux, followed by diagonalizing the 91-hub piece with the same $t$, has probability 0.87 outside the seven sites at this time.

For a start on a rim, $H^2|r\rangle$ contains $3t^2|r\rangle$ and a term of magnitude $t^2$ on each of the nine outer rims. The amplitude left on $r$ is

$$1+\frac{3t^2}{6t^2}(\cos\Omega\tau-1)=\frac{1+\cos\Omega\tau}{2}=\cos^2\frac{\Omega\tau}2 .$$

Each of the three adjacent hubs has an amplitude of magnitude $|\sin\Omega\tau|/\sqrt6$, and each outer rim one of $(1-\cos\Omega\tau)/6=\tfrac13\sin^2(\Omega\tau/2)$. The probabilities are

$$p_r=\cos^4\frac{\Omega\tau}2,\qquad p_{\rm hub}=\frac{\sin^2\Omega\tau}6,\qquad p_{\rm outer}=\frac19\sin^4\frac{\Omega\tau}2 .$$

Using $\sin^2\Omega\tau=4\sin^2(\Omega\tau/2)\cos^2(\Omega\tau/2)$, their total $p_r+3p_{\rm hub}+9p_{\rm outer}$ is $[\cos^2(\Omega\tau/2)+\sin^2(\Omega\tau/2)]^2=1$. The cage has $1+3+9=13$ sites. At $\Omega\tau=\pi$ the packet sits entirely on the nine outer rims, and at $\Omega\tau=2\pi$ it is back.

Some changes leave the cages intact. Hubs and rims have different surroundings, so a common energy offset $\Delta$ of all hubs is to be expected. The eigenvalue equations become $T^\dagger v=(E-\Delta)u$ and $Tu=Ev$, so for states with hub weight

$$E(E-\Delta)=6t^2,\qquad E=\frac\Delta2\pm\sqrt{\frac{\Delta^2}4+6t^2}.$$

The zero level stays where it was. For $\Delta=0.7\,t$ the other two lie at $-2.124\,t$ and $2.824\,t$, still flat. Moreover $|c\rangle$ and $T|c\rangle$ are carried into combinations of each other, so the seven-site cage survives. A rim start splits into $P_0|r\rangle$, which does not move, and $Q|r\rangle$, a combination of the vectors $T|c\rangle$ of its three hubs; it too stays bounded.

Other changes undo the cancellation. Suppose the rims in upward and downward triangles are reached with different amplitudes $t_A$ and $t_B$. Every hub-hub edge has one triangle of each kind beside it, so at half flux the two routes leave an element of magnitude $|t_A^2-t_B^2|$ in $T^\dagger T$. For $t_A=1.1\,t$ and $t_B=t$ this is $0.21\,t^2$. Unequal site energies act similarly. The amplitude of $|c,+\rangle$ on each of its rims has magnitude $1/\sqrt{12}$. If the two rims shared by neighbouring hubs have energies $\epsilon_1,\epsilon_2$, these couple the two cage states by

$$\left|\langle c',+|V|c,+\rangle\right|=\frac{|\epsilon_1-\epsilon_2|}{12}.$$

Between cage levels that remain equal, even a small coupling can transfer the particle, given time. Random site energies also shift these levels against each other, typically by more than the coupling, and the transfer to a neighbour is then usually only partial.

To put sizes to this, consider a dice lattice of gate-defined quantum dots in GaAs holding a single electron. It is a design calculation, with rough inputs, and not a report of a device. Let $a=100$ nm and $t=0.1$ meV. This round value of $t$ is too large for GaAs at this spacing and serves only to fix a scale. At zero flux the lowest band near its bottom is $-\sqrt{18}\,t+\tfrac{\sqrt{18}}4\,ta^2k^2$, with $\tfrac{\sqrt{18}}4\approx1.06$. The lowest band of any periodic potential rises by at most $\hbar^2k^2/2m$, as the trial state $e^{i\mathbf k\cdot\mathbf r}$ times the real ground state shows. For $m=0.067\,m_e$, $\hbar^2/2m=569$ meV nm$^2$, so a lattice with equal site energies and link hopping alone has $t\le0.054$ meV at $a=100$ nm, and well-separated dots lie lower still. For a smaller $t$ the level energies below shrink and the times grow in proportion. The table then holds with 0.1 ns read as $15\,\hbar/t$ and the two scatters read as $0.1\,t$ and $t$, while temperature, decoherence and a given scatter in meV weigh more. The rhombus area is $0.8660\times(100\ \text{nm})^2=8660\ \text{nm}^2$, and half a quantum $h/e$ through it requires

$$B=\frac{h}{2e}\,\frac1{8660\ \text{nm}^2}=0.239\ \text{T}.$$

The field scales as $1/a^2$: for an atomic spacing of 0.3 nm it would be about $2.7\times10^4$ T, which is why an artificial lattice is considered. The flat levels lie at 0 and $\pm2.449\times0.1=\pm0.245$ meV. With $\hbar/t=6.58$ ps, a hub packet returns after $1.283\times6.58=8.4$ ps and a rim packet after twice that, 16.9 ps.

Real dots are not identical, and unless they are tuned one by one this is the assumption that costs most among the faults simulated here. Each fault was added alone to the ideal 91-hub piece, which was then diagonalized. The measure is the largest probability found outside the seven-site cage within 0.1 ns of a hub start:

| Fault | Largest escape |
|---|---|
| flux 1 % too high | 0.06 |
| rim-rim hopping of $0.05\,t$ | 0.12 |
| dot energies scattered by 0.01 meV rms | 0.18 |
| dot energies scattered by 0.1 meV rms | 0.71 |

The last two rows are means over 12 sets of independent Gaussian energies and are uncertain by about 0.03 and 0.06; means over 180 sets are 0.15 and 0.65. Single sets scatter with standard deviations of about 0.1 and 0.2, so the smaller scatter does about as much harm as the rim-rim hopping. The smaller scatter supposes dots tuned one by one; the larger, equal to $t$, is a mild choice for untuned dots, whose scatter may well be greater, and in about three sets out of four it already lets most of the probability out of the cage at some moment. Rim-rim hopping deserves attention because neighbouring rims are also a distance $a$ apart, so barriers must suppress it. The flux error spreads the upper level by 4.3 µeV, from diagonalization at $f=0.505$. The bound (3) allows about 7.7 µeV.

Other neglected effects can be sized by energy. A charge coherence time of roughly 1 ns, if the decay is exponential, loses $1-e^{-0.1}=9.5$ % of the coherence in 0.1 ns. At 50 mK, $k_BT=4.3$ µeV, far below the level spacing of 245 µeV. The Zeeman splitting, 6.1 µeV for $|g|=0.44$, shifts each spin's levels as a whole and, if spin-orbit coupling is neglected, leaves the cages alone. The field stiffens a dot with 3 meV level spacing by $\sqrt{1+(0.413/6)^2}-1=0.24$ %, where 0.413 meV is the cyclotron energy for a mass of $0.067\,m_e$; in identical round dots this changes all links alike. If the hopping amplitude into the next orbital is also about $t$, virtual hops through it are of order $t^2/(3\ \text{meV})=3.3$ µeV, comparable with the 5 µeV rim-rim hopping in the table. This is a low estimate. The next orbital reaches further into the barrier, and for harmonic dots of length $\ell=19.5$ nm its overlap with a neighbouring ground orbital is larger by $a/(\sqrt2\,\ell)\approx3.6$, so the virtual hops may be several to ten times larger. Their effect on the cage has not been calculated.

Coulomb repulsion restricts the example most. With relative permittivity 12.9 and no screening by the gates, two electrons a distance $a$ apart repel with 1.1 meV, eleven times $t$. Even at a distance $R$, a second electron tilts the potential across a cage of width $2a$ by about $2a\,e^2/(4\pi\epsilon_0\epsilon_rR^2)$. This is 0.01 meV at $R\approx1.5$ µm. A smooth tilt does less harm than random scatter of the same size: a fixed charge at 1.5 µm gives a largest escape of about 0.01 within 0.1 ns, and the escape reaches about 0.1 only at 0.75 µm. The numbers above therefore apply to one electron in an otherwise empty lattice.
